\section*{The Feynman-Hibbs correction from thermal quantum spread}

\section{Definitions and conventions}

A particle of mass $m$ moves in $d$ dimensions in a smooth, confining potential $V(\mathbf r)$ at temperature $T$. Write $\beta=1/(k_BT)$ and
\begin{equation}
H=\frac{\mathbf p^2}{2m}+V(\mathbf r),\qquad Z=\mathrm{Tr}\,e^{-\beta H}.
\end{equation}
"Leading order" means the first power of $\hbar^2$ with $V$, $m$ and $T$ held fixed. Exchange between identical particles is neglected. The result to be derived is
\begin{equation}
Z\simeq\Big(\frac{m}{2\pi\beta\hbar^2}\Big)^{d/2}\!\int\! d^dr\,e^{-\beta V_{\rm FH}},\qquad
V_{\rm FH}=V+\frac{\hbar^2}{24mk_BT}\nabla^2V .
\label{fh}
\end{equation}
The argument of $V_{\rm FH}$ is the centroid of a quantum path, defined next. It is not the measured position.

\section{Closed paths and their centroid}

Split $e^{-\beta H}$ into $P$ factors $e^{-\epsilon H}$ with $\epsilon=\beta/P$. For large $P$ the kinetic and potential exponentials in each factor may be separated. The kinetic one has the matrix element
\begin{equation}
\int\!\frac{d^dp}{(2\pi\hbar)^d}\,e^{-\epsilon p^2/2m+i\mathbf p\cdot\Delta\mathbf r/\hbar}
=\Big(\frac{m}{2\pi\epsilon\hbar^2}\Big)^{d/2}e^{-m(\Delta\mathbf r)^2/(2\epsilon\hbar^2)} .
\end{equation}
With $\Delta\tau=\epsilon\hbar$ the exponent is $-(\Delta\tau/\hbar)\,\tfrac m2(\Delta\mathbf r/\Delta\tau)^2$. The trace joins the last point to the first, so $Z$ is a sum over closed paths of duration $\beta\hbar$ with weight
\begin{equation}
\exp\Big\{-\frac1\hbar\int_0^{\beta\hbar}\!d\tau\Big[\frac m2\dot{\mathbf r}^2+V(\mathbf r(\tau))\Big]\Big\}.
\end{equation}
Separate each path into its centroid and the rest:
\begin{equation}
\mathbf r(\tau)=\mathbf r_c+\boldsymbol\xi(\tau),\qquad \int_0^{\beta\hbar}\boldsymbol\xi\,d\tau=0 .
\end{equation}
For $V=0$ the total weight does not depend on $\mathbf r_c$, by translation. Its integral over a large volume must give the free-particle $Z$, which is the volume times $(m/2\pi\beta\hbar^2)^{d/2}$. This fixes the normalization, and with the potential restored
\begin{equation}
Z=\int d^dr_c\,\rho_c,\qquad
\rho_c=\Big(\frac{m}{2\pi\beta\hbar^2}\Big)^{d/2}\big\langle e^{-X}\big\rangle_0,\qquad
X=\frac1\hbar\int_0^{\beta\hbar}V(\mathbf r_c+\boldsymbol\xi)\,d\tau .
\label{rhoc}
\end{equation}
The average $\langle\cdot\rangle_0$ runs over free closed paths.

\section{Size of the spread}

Expand one Cartesian component with $\omega_n=2\pi n/(\beta\hbar)$:
\begin{equation}
\xi(\tau)=\sum_{n\ge1}(a_n\cos\omega_n\tau+b_n\sin\omega_n\tau).
\end{equation}
There is no $n=0$ term because $\xi$ averages to zero. Squared sines and cosines integrate to $\beta\hbar/2$, so
\begin{equation}
\frac1\hbar\int_0^{\beta\hbar}\frac m2\dot\xi^2d\tau=\sum_{n\ge1}\frac{m\beta\omega_n^2}{4}(a_n^2+b_n^2).
\end{equation}
A weight $e^{-ca^2}$ has variance $1/(2c)$, hence $\langle a_n^2\rangle=\langle b_n^2\rangle=2/(m\beta\omega_n^2)$. Since $\cos^2+\sin^2=1$, the variance is the same at every $\tau$:
\begin{equation}
\sigma^2=\sum_{n\ge1}\frac{2}{m\beta\omega_n^2}
=\frac{\beta\hbar^2}{2\pi^2m}\sum_{n\ge1}\frac1{n^2}
=\frac{\beta\hbar^2}{2\pi^2m}\,\frac{\pi^2}{6}=\frac{\beta\hbar^2}{12m}.
\label{sigma}
\end{equation}

\section{The Laplacian term}

The cumulant expansion is $\ln\langle e^{-X}\rangle_0=-\langle X\rangle_0+\tfrac12\mathrm{Var}X-\dots$. Because the distribution of $\boldsymbol\xi(\tau)$ is the same at each $\tau$, $\langle X\rangle_0=\beta V_G(\mathbf r_c)$, where $V_G$ is the average of $V$ over a Gaussian of variance $\sigma^2$ per component. Odd moments vanish, $\langle\xi_i\xi_j\rangle=\sigma^2\delta_{ij}$, and the fourth moment is a sum of three pairings, so
\begin{equation}
V_G=V+\frac{\sigma^2}{2}\nabla^2V+\frac{3\sigma^4}{24}\nabla^4V+\dots
=V+\frac{\beta\hbar^2}{24m}\nabla^2V+\frac{\beta^2\hbar^4}{1152m^2}\nabla^4V+\dots
\end{equation}
The number 24 is the 12 of the variance times the 2 of the Taylor series. It remains to show that $\mathrm{Var}X$ adds nothing at order $\hbar^2$.

\section{The error, and a bound}

The term of $X$ linear in $\boldsymbol\xi$ is $\hbar^{-1}\nabla V\cdot\int\boldsymbol\xi\,d\tau=0$. Fluctuations of $X$ therefore start with the quadratic term, containing $V_{ij}=\partial_i\partial_jV$. Let $C(\tau)=\sum_n 2\cos(\omega_n\tau)/(m\beta\omega_n^2)$ be the correlation of one component. Two pairings connect the two quadratic terms, and
\begin{equation}
\frac12\mathrm{Var}X\simeq\frac12\cdot\frac14\cdot2\sum_{ij}V_{ij}^2\;\beta^2\,\overline{C^2},
\end{equation}
where the bar is the average over $\tau$. Since $\overline{\cos^2}=1/2$ and $\sum n^{-4}=\pi^4/90$,
\begin{equation}
\overline{C^2}=\sum_{n\ge1}\frac{2}{m^2\beta^2\omega_n^4}
=\frac{\beta^2\hbar^4}{8\pi^4m^2}\,\frac{\pi^4}{90}=\frac{\beta^2\hbar^4}{720m^2},
\qquad
\frac12\mathrm{Var}X\simeq\frac{\beta^4\hbar^4}{2880m^2}\sum_{ij}V_{ij}^2 .
\label{err}
\end{equation}
This is of order $\hbar^4$, which proves (\ref{fh}). Each pair of $\xi$ factors brings $\hbar^2$, and the remaining cumulant terms contain at least three pairs, so they start at $\hbar^6$.

Convexity of the exponential gives $\langle e^{-X}\rangle_0\ge e^{-\langle X\rangle_0}$. The classical integral with the full average $V_G$ is thus a lower bound on $Z$. The argument does not cover $V_{\rm FH}$, in which the average has been cut off.

\section{Why the position density is different}

The diagonal element $\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle$ sums paths that start and end at $\mathbf r$. Write them as $\mathbf r+\boldsymbol\eta$, with components $\eta=\sum_n c_n\sin(n\pi\tau/\beta\hbar)$. The kinetic weight gives $\langle c_n^2\rangle=2\beta\hbar^2/(\pi^2mn^2)$. The variance averaged over $\tau$ is
\begin{equation}
\frac12\sum_{n\ge1}\langle c_n^2\rangle=\frac{\beta\hbar^2}{6m},
\end{equation}
twice the centroid value. The linear term no longer vanishes. The integral of the $n$th sine is $2\beta\hbar/(n\pi)$ for odd $n$ and zero for even $n$, so
\begin{equation}
\mathrm{Var}\Big(\frac1\hbar\int\eta\,d\tau\Big)=\sum_{n\ \rm odd}\frac{4\beta^2}{n^2\pi^2}\,\frac{2\beta\hbar^2}{\pi^2mn^2}
=\frac{8\beta^3\hbar^2}{\pi^4m}\,\frac{\pi^4}{96}=\frac{\beta^3\hbar^2}{12m}.
\end{equation}
To order $\hbar^2$ the logarithm of the position density therefore differs from its classical value by
\begin{equation}
-\frac{\beta^2\hbar^2}{12m}\nabla^2V+\frac{\beta^3\hbar^2}{24m}|\nabla V|^2 .
\label{pos}
\end{equation}
At a minimum this is twice the centroid correction. Both densities give the same $Z$. Integrating $\nabla\cdot(e^{-\beta V}\nabla V)$ over all space gives zero for a confining potential, so $\int e^{-\beta V}\beta|\nabla V|^2=\int e^{-\beta V}\nabla^2V$. The second term of (\ref{pos}) then cancels half of the first, leaving $-\beta^2\hbar^2\nabla^2V/(24m)$.

\section{Harmonic wells and barrier tops}

For an oscillator let $u=\beta\hbar\omega$. The level sum is $Z=1/[2\sinh(u/2)]$ and the classical value is $1/u$, so
\begin{equation}
\ln\frac{Z}{Z_{\rm cl}}=-\ln\frac{\sinh(u/2)}{u/2}=-\frac{u^2}{24}+\frac{u^4}{2880}-\dots
\end{equation}
The first term is the Feynman-Hibbs result for $\nabla^2V=m\omega^2$, and the second agrees with (\ref{err}). The series converges for $u<2\pi$, because the nearest zero of $\sinh(u/2)/(u/2)$ lies at $u=\pm2\pi i$.

As $T\to0$, the quantum part of the free energy tends to $\hbar\omega/2-k_BT\ln u$, which is finite. The leading term is $\hbar^2\omega^2/(24k_BT)$ and diverges. It must not be used there.

At a barrier top $\omega^2=-\omega_b^2$ and $\sinh$ becomes $\sin$. In terms of path modes the factor is $\prod_n\omega_n^2/(\omega_n^2-\omega_b^2)$. The first mode becomes unstable when $\omega_1=\omega_b$, that is at
\begin{equation}
T_c=\frac{\hbar\omega_b}{2\pi k_B}.
\end{equation}
Near and below $T_c$ paths stretch across the barrier, and a local expansion fails.

\section{A numerical test}

Take $m=k_BT=1$ and $V=x^2/2+0.1x^4$. Diagonalization at $\hbar=0.1$ gives $\ln Z-\ln Z_{\rm cl}=-7.244\times10^{-4}$. With $V_{\rm FH}$ the remaining difference is $-7.425\times10^{-8}$, against $-7.426\times10^{-8}$ predicted from the $\hbar^4$ terms. With $V_G$ it is $+1.341\times10^{-7}$, as predicted. The signs show that $V_G$ respects the lower bound and that $V_{\rm FH}$ here does not. At $\hbar=2$ the classical difference is $-0.290$ and the Feynman-Hibbs one $-0.011$.

The centroid density can also be tested point by point. At $\hbar=0.5$ and $x_c=1$ the effective potential lies $0.02294$ above $V$, and the Laplacian term gives $0.02292$.

\section{Example: a proton hop in a metal}

A proton hops between two equal sites in a rigid host at $800$ K. The path is straight, of length $a=0.20$ nm, with barrier $E_b=0.40$ eV:
\begin{equation}
V=E_bs+\tfrac12\big[k_0+(k_1-k_0)s\big](y^2+z^2),\qquad s=\tfrac12(1-\cos qx),\quad q=\frac{2\pi}{a}.
\end{equation}
The transverse quanta are $0.14$ eV at the site and $0.20$ eV at the saddle. With $\hbar^2/m=4.150\times10^{-5}$ eV\,nm$^2$, the relation $k=(\hbar\omega)^2/(\hbar^2/m)$ gives $k_0=472.3$ and $k_1=963.9$ eV/nm$^2$. Along the path the curvature is $\pm k_p$ with $k_p=E_bq^2/2=197.4$ eV/nm$^2$. On the axis
\begin{align}
\nabla^2V_{\rm site}&=k_p+2k_0=1142\ \text{eV/nm}^2,\\
\nabla^2V_{\rm saddle}&=-k_p+2k_1=1730\ \text{eV/nm}^2 .
\end{align}
With $k_BT=0.06894$ eV, $\hbar^2/(24mk_BT)=2.508\times10^{-5}$ nm$^2$. The site rises by $28.6$ meV and the saddle by $43.4$ meV, so the barrier changes by
\begin{equation}
\Delta=\frac{\hbar^2}{24mk_BT}\big[2(k_1-k_0)-2k_p\big]=24.7-9.9=14.8\ \text{meV}
\end{equation}
($2.36\times10^{-21}$ J), to about $0.415$ eV. At leading order the ratio of saddle to site centroid density is multiplied by $e^{-\Delta/k_BT}=0.81$. This is only a rough guide to the change of a hopping rate, which depends on the population of the whole site and not just on the density at its center.

The path direction alone would lower the barrier by $9.9$ meV. The stiffer transverse confinement at the saddle reverses the sign. For the leading term on the axis the break-even point is $k_1=k_0+k_p$, a saddle quantum of $0.167$ eV. Higher orders in $\hbar$ move it and make it depend on temperature: with the full harmonic factors it lies at $0.169$ eV at $800$ K and at $0.180$ eV at $300$ K.

\section{What the leading term leaves out}

The spread is $\sigma=0.0071$ nm, so $q\sigma\approx0.22$ and the potential is smooth on this scale. The transverse saddle modes have $u=2.9$, which is not small. The neglected effects change $\Delta$ as follows.
\begin{itemize}
\item Higher orders in $\hbar$, from the full harmonic factors: $-2.2$ meV, or 15\% of $\Delta$.
\item Higher derivatives in the Gaussian average: $-0.5$ meV.
\item Thermal swing off the axis: $-1.3$ meV. Off the axis the Laplacian contains $\tfrac14(k_1-k_0)q^2\cos(qx)\,(y^2+z^2)$, which raises the site and lowers the saddle.
\item Quantum motion of the host atoms: $+0.2$ meV. If hydrogen and host interact by pair forces, the host Laplacians of that interaction sum to the hydrogen Laplacian. The correction is then $m/M=0.011$ times $\Delta$ for zirconium atoms.
\end{itemize}
Simply added, these bring the shift to about $11$ meV. The crossover temperature estimated from the curvature on the axis is $167$ K, well below $800$ K. The thermal wavelength $(2\pi\hbar^2/mk_BT)^{1/2}=0.06$ nm is short compared with the hop, and in dilute solution the protons are typically farther apart than one hop, which supports the neglect of exchange.

With the potential held fixed, the temperature dependence is:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & leading term (meV) & full harmonic (meV)\\
300 & 39.4 & 14.8\\
600 & 19.7 & 14.9\\
800 & 14.8 & 12.5\\
1000 & 11.8 & 10.6
\end{tabular}
\end{center}
At $300$ K the transverse saddle modes have $u\approx7.7>2\pi$, outside the range of convergence, and the leading term is 2.7 times the harmonic value. The harmonic column is itself approximate: it omits anharmonic terms, which matter more on cooling. On cooling, the transverse contribution to the harmonic shift grows more slowly than $1/T$, while the path contribution, which lowers the barrier, grows faster than $1/T$ and diverges at $T_c$. The harmonic shift therefore passes through a maximum, about $16.5$ meV near $410$ K, and falls on further cooling. Its nearly equal values at $600$ and $300$ K lie on either side of this maximum.

\section{Relation to hydrogen in zirconium}

The barrier and the site quantum of $0.14$ eV are rough values in the regime of dilute hydrogen in zirconium. The saddle quantum is an assumption. Lowering it to $0.19$ eV reduces $\Delta$ by $4.7$ meV. The cosine path gives a quantum of $0.09$ eV along the hop, softer than is likely at a real tetrahedral site. Raising it to $0.14$ eV at the site, with the saddle unchanged, would reduce $\Delta$ by $6.9$ meV. The real metal also has inequivalent sites and several kinds of jump, and its atoms relax around the hydrogen. Relaxation alters both the classical barrier and the local stiffness. The rigid model cannot size that change, and electronic friction also lies outside it. The value of $\Delta$ is therefore an estimate of scale, about ten meV on a barrier of several tenths of an eV, and its sign depends on the saddle stiffness.

\section*{Numbers as computed}
\begin{verbatim}
Reduced units m = kT = 1 (dimensionless)
path variance / hbar^2, 64 beads: 0.083313; 1/12 = 0.083333
mean squared correlation / hbar^4: 0.0013923; 1/720 = 0.0013889
test well: x^2/2 + 0.1 x^4
hbar=0.1: ln Z exact minus classical -7.244e-04, FH -7.425e-08, Gaussian 1.341e-07
  predicted hbar^4 gaps: FH -7.426e-08, Gaussian 1.341e-07
  position density at x=0.0: log change/hbar^2 -0.08341, formula -0.08333
  position density at x=1.0: log change/hbar^2 -0.10153, formula -0.10167
hbar=0.2: ln Z exact minus classical -2.898e-03, FH -1.188e-06, Gaussian 2.145e-06
hbar=2.0: ln Z exact minus classical -2.900e-01, FH -1.083e-02, Gaussian 2.251e-02
Gaussian-form gap ratio on doubling hbar: 16.00
hbar=0.5, centroid x=0.0: exact shift 0.010524, FH shift 0.010417
hbar=0.5, centroid x=1.0: exact shift 0.022940, FH shift 0.022917
2D, hbar=0.7: ln Z exact minus classical -0.07165, FH 0.000296
  Gaussian gap 0.000630, predicted 0.000635
Example: proton hop, rough regime of hydrogen in zirconium
barrier 0.40 eV, hop length 0.20 nm, temperature 800 K
transverse quantum: site 0.14 eV, saddle 0.20 eV
hbar^2/m = 4.1500e-05 eV nm^2, kT = 0.06894 eV
hbar^2/(24 m kT) = 2.5082e-05 nm^2, spread sigma = 0.00708 nm
path curvature 197.4 eV/nm^2, path quantum 0.0905 eV
transverse curvature: site 472.3, saddle 963.9 eV/nm^2
Laplacian: site 1142.0, saddle 1730.3 eV/nm^2
FH term: site 28.64 meV, saddle 43.40 meV
barrier shift from path direction -9.90 meV
barrier shift from transverse directions 24.66 meV
total FH barrier shift 14.76 meV = 2.364e-21 J
corrected barrier 0.4148 eV
factor on saddle/site centroid density: 0.807
Neglected effects, change of the barrier shift
higher hbar orders, harmonic: -2.24 meV (harmonic total 12.52)
higher derivatives in Gaussian average: -0.48 meV
thermal transverse swing: -1.32 meV
host quantum motion, pair forces: 0.16 meV (m/M = 0.0110)
tunnelling crossover temperature 167 K
thermal wavelength 0.0615 nm
hbar omega/kT: path 1.31, site 2.03, saddle 2.90
T = 300 K: FH shift 39.35 meV, full harmonic 14.80 meV
T = 600 K: FH shift 19.68 meV, full harmonic 14.85 meV
T = 800 K: FH shift 14.76 meV, full harmonic 12.52 meV
T = 1000 K: FH shift 11.81 meV, full harmonic 10.60 meV
\end{verbatim}
